# Why a Central Pupil Obscuration Harms Certain Pitch-Source Combinations

Suppose that an imaging calculation for a projection lens with a blocked pupil centre gives almost no contrast at one pitch and full contrast at a neighbouring one. One must decide whether to abandon the pitch, refocus, or redraw the source. The answer depends on where the diffraction orders land. If the source sends a needed order into the blocked disk, refocusing cannot bring that order back, whereas moving the source poles can restore the image at the same pitch.

One might expect contrast to fall whenever a diffraction order is blocked. This is right when every source point supplies the same two interfering orders and only one of them is blocked, but it is not a general law. Blocking can also raise contrast, and it can leave a sharp image with the wrong period. A line grating shows all these cases in closed form.

## The model and where the orders go

Let the grating have pitch \(p\) at wafer scale, with transparent openings of width \(w\) in an opaque mask. With the origin at the centre of an opening, its transmission is

\[
t(x)=\sum_m a_m e^{2\pi i m x/p},\qquad
a_m=\frac1p\int_{-w/2}^{w/2}e^{-2\pi i m x/p}\,dx=\frac{\sin(\pi m w/p)}{\pi m},
\]

and \(a_0=w/p\). The coefficients are real, and \(a_{-m}=a_m\).

Pupil coordinates are divided by the numerical aperture NA, so the pupil edge has radius 1. A source point \(\mathbf s\) illuminates the mask with a tilted plane wave of transverse spatial frequency \(\mathrm{NA}\,\mathbf s/\lambda\). Order \(m\) adds \(m/p\) along \(x\). Dividing the sum by \(\mathrm{NA}/\lambda\) gives its pupil position,

\[
\mathbf u_m=\mathbf s+mq\,\hat{\mathbf x},\qquad q=\frac{\lambda}{p\,\mathrm{NA}}.
\]

The pupil function \(P(\mathbf u)\) is 1 for \(\varepsilon\le|\mathbf u|\le1\) and 0 elsewhere. For the clear pupil used as comparison, \(\varepsilon=0\).

The model is scalar and treats the mask as thin, so that \(a_m\) does not depend on \(\mathbf s\). It omits polarization, obliquity factors, mask shadowing and resist blur. Source points are equally bright and mutually incoherent: their intensities add. Writing \(\langle\cdots\rangle\) for the average over the source, the image in focus is

\[
I(x)=\Big\langle\Big|\sum_m a_mP(\mathbf u_m)e^{2\pi i m x/p}\Big|^2\Big\rangle .
\]

The tilt phase of each source point is common to all its orders and disappears in the squared modulus. Expanding the square and collecting terms whose order numbers differ by \(n\) gives the Fourier coefficients

\[
I_n=\Big\langle\sum_m a_{m+n}a_m\,P(\mathbf u_{m+n})P(\mathbf u_m)\Big\rangle .
\]

The mean intensity \(I_0\) therefore needs single orders, while the fundamental \(I_1\) needs pairs of neighbours. Blocking one order removes one term from the mean and every pair containing that order from the fundamental. This difference is the root of the contrast loss.

I define contrast as

\[
C=\frac{2|I_1|}{I_0}.
\]

If the image is \(I_0+2I_1\cos(2\pi x/p)\), this equals \((I_{\max}-I_{\min})/(I_{\max}+I_{\min})\), the Michelson contrast. With more harmonics the two measures differ, and \(C\) can exceed 1.

## When the image changes, and when contrast falls

Order \(m\) is blocked if \(|\mathbf s+mq\hat{\mathbf x}|<\varepsilon\). In the source plane this is a disk of radius \(\varepsilon\) centred at \(-mq\hat{\mathbf x}\). If the source avoids these disks for every order with \(a_m\ne0\), every term in the Abbe sum is unchanged, and so is the image. Conversely, if a finite part of the source lies in such a disk, \(I_0\) loses a positive amount of light and the image must change. The obscuration thus matters exactly when a nonzero order falls into it.

A changed image need not have lower contrast. Define the lost fractions

\[
L_1=1-\frac{I_1^{\rm obs}}{I_1^{\rm clear}},\qquad
L_0=1-\frac{I_0^{\rm obs}}{I_0^{\rm clear}},
\]

where the clear fundamental is nonzero and some light remains. If the fundamental does not reverse sign, \(L_1\le1\), and division gives

\[
\frac{C_{\rm obs}}{C_{\rm clear}}=\frac{1-L_1}{1-L_0}.
\]

Contrast falls when \(L_1>L_0\), stays the same when they are equal, and rises when \(L_1<L_0\).

## A dipole and its damaged pitch window

Take two circular poles of radius \(r\), centred at \(x=\pm c\), and equal lines and spaces, \(w=p/2\). Then

\[
a_0=\frac12,\qquad a_1=\frac1\pi,\qquad a_2=0,\qquad a_3=-\frac1{3\pi}.
\]

For the right pole, the zero order is centred at \(c\) and order \(-1\) at \(c-q\). The left pole is the mirror image and gives the same \(I_0\) and \(I_1\). Suppose the zero order passes entirely, order \(-1\) lies within the outer pupil edge, and order \(+1\) and all third orders miss the pupil. This is the two-beam regime.

Let \(f\) be the fraction of the pole whose first order is blocked. The zero order contributes \(a_0^2\) to the mean at every source point. The first order and the pair survive at a fraction \(1-f\) of them. Hence

\[
I_0=a_0^2+(1-f)a_1^2,\qquad I_1=(1-f)a_0a_1,
\]

\[
C=\frac{2a_0a_1(1-f)}{a_0^2+a_1^2(1-f)}.
\]

For \(f<1\), dividing numerator and denominator by \(1-f\) gives

\[
C=\frac{2a_0a_1}{a_0^2/(1-f)+a_1^2}.
\]

The denominator grows with \(f\), so contrast falls steadily. The lost fractions show why:

\[
L_1=f,\qquad L_0=\frac{a_1^2}{a_0^2+a_1^2}\,f<f.
\]

The pair is lost, but the zero order remains as uniform background.

The fraction \(f\) is a geometric overlap. The first-order copy of the pole is a circle of radius \(r\) at distance \(d=|c-q|\) from the centre of the blocked disk. If the circles cross, let \(\theta_r\) and \(\theta_\varepsilon\) be half the angles that their common chord subtends at the two centres. The law of cosines gives

\[
\cos\theta_r=\frac{d^2+r^2-\varepsilon^2}{2dr},\qquad
\cos\theta_\varepsilon=\frac{d^2+\varepsilon^2-r^2}{2d\varepsilon}.
\]

Each circle contributes a segment: a sector of area \(r^2\theta_r\) minus a triangle of signed area \(\tfrac12r^2\sin2\theta_r\), and likewise for \(\varepsilon\). Therefore

\[
f=\frac{r^2(\theta_r-\tfrac12\sin2\theta_r)+\varepsilon^2(\theta_\varepsilon-\tfrac12\sin2\theta_\varepsilon)}{\pi r^2}.
\]

There is no overlap for \(d\ge\varepsilon+r\). For \(r<\varepsilon\), blocking is complete when \(d\le\varepsilon-r\). If the pole is larger than the disk, \(f\) cannot exceed \(\varepsilon^2/r^2\), because the disk covers at most its own area. A pole smaller than the disk can therefore lose its first order entirely, over a range of \(q\) of width \(2(\varepsilon-r)\). A pole larger than the disk suffers only a partial loss. In both cases some loss occurs over a range of width \(2(\varepsilon+r)\), which grows with the pole.

## Reading the numbers

The model parameters are \(\lambda=13.5\) nm, \(\mathrm{NA}=0.55\), \(\varepsilon=0.20\), \(c=0.80\) and \(r=0.10\). Lengths are in nanometres, the natural unit here. Some first-order light is blocked when \(|0.80-q|<0.30\), or \(0.50<q<1.10\). Since \(p=\lambda/(\mathrm{NA}\,q)\), the limits are

\[
\frac{13.5}{0.55\times1.10}=22.3\ \text{nm},\qquad
\frac{13.5}{0.55\times0.50}=49.1\ \text{nm}.
\]

Total loss of the fundamental requires \(|0.80-q|\le0.10\), which gives pitches from 27.3 to 35.1 nm.

At 20 nm the first order is centred at \(-0.427\), clear of the disk, and contrast is

\[
C=\frac{2(0.5000)(0.3183)}{0.5000^2+0.3183^2}=0.906.
\]

At 26 nm its centre is at \(-0.144\), and \(f=0.798\). The fundamental loses 79.8% of its amplitude, but the mean loses 23.0% of its light. Thus

\[
C_{\rm obs}=0.906\times\frac{1-0.798}{1-0.230}=0.238.
\]

At 30 nm the first order is centred at \(-0.018\) and the whole pole image is blocked. Contrast is zero. At 36 nm a thin crescent survives and \(C=0.075\). At 50 nm the first order has left the disk on the other side, and the clear and obscured values agree at 0.878. The smallest pitch is not the most vulnerable one.

The value at 50 nm is below 0.906 for a reason unrelated to the obscuration. The third order now enters the pupil and adds \(a_3^2\) to the mean. It adds nothing to the fundamental, because its neighbours are even orders with zero amplitude. At 40 nm it enters for part of the pole, giving an intermediate clear value of 0.899. This extra background changes neither the location of the first-order window nor the direction of the loss within it. From about 67 nm the third order itself begins to enter the disk, and removing its background then raises contrast slightly.

The tests sum images over source points at even pitches from 16 to 60 nm; they confirm both window limits on that grid and, up to 38 nm, the two-beam contrast formula.

## The same pitch with another source

The 30 nm grating is not inherently unprintable. Set the pole centres to \(c=q/2=0.409\). The two interfering orders then lie at \(+0.409\) and \(-0.409\), each more than \(\varepsilon+r=0.30\) from the pupil centre. Contrast returns to 0.906.

This remedy has its own limit. Both orders clear the disk if \(q/2\ge\varepsilon+r\), so

\[
p\le\frac{\lambda}{2\,\mathrm{NA}(\varepsilon+r)}=\frac{13.5}{2\times0.55\times0.30}=40.9\ \text{nm}.
\]

For larger pitches, matched poles begin to send both orders into the disk. The two-beam picture ends earlier: order \(+1\) of the right pole, centred at \(3q/2\), enters the pupil when \(3q/2-r<1\), that is for \(p>33.5\) nm. Between 33.5 and 40.9 nm the obscuration is still avoided, but a third beam takes part.

Another remedy keeps \(x=\pm0.80\) but uses four poles displaced to \(y=\pm0.35\), along the lines of the grating. The first order is then at distance

\[
\sqrt{(-0.018)^2+0.35^2}\approx0.350>0.30
\]

from the centre, and contrast is again 0.906. Diffraction shifts orders along \(x\) and leaves \(y\) unchanged, so the displacement carries the first order past the disk.

## What focus can and cannot repair

Defocus by \(z\) multiplies the field at pupil position \(\mathbf u\) by \(\exp[(2\pi i z/\lambda)\sqrt{1-\mathrm{NA}^2u^2}]\). For a point pole at \(+c\), orders 0 and \(-1\) acquire the phase difference

\[
\phi=\frac{2\pi z}{\lambda}\left[\sqrt{1-\mathrm{NA}^2(c-q)^2}-\sqrt{1-\mathrm{NA}^2c^2}\right].
\]

Their interference term is \(2a_0a_1\cos(2\pi x/p-\phi)\). The pole at \(-c\) uses order \(+1\), whose Fourier factor has the opposite sign, and gives \(2a_0a_1\cos(2\pi x/p+\phi)\). The average of the two is

\[
2a_0a_1\cos\phi\,\cos(2\pi x/p),
\]

so \(C(z)=C(0)|\cos\phi|\). The two poles print laterally shifted images, and the shift washes out their sum.

For the original dipole at 30 nm pitch and 20 nm defocus, \(\phi=0.949\) rad. Even without obscuration, contrast falls from 0.906 to 0.528 for point poles and to 0.522 for the finite poles. The arrangement that puts the first order near the pupil centre and the zero order near its edge is therefore sensitive to focus as well.

With the obscuration present, contrast stays zero. Defocus changes phases, and a phase factor cannot recreate an absent amplitude. The tests at \(\pm20\) and \(\pm40\) nm confirm this for the finite poles.

For point poles at \(c=q/2\), the two square roots are equal and \(\phi=0\). A finite pole has points displaced by \(\delta\) along \(x\), with orders at \(q/2+\delta\) and \(-q/2+\delta\). Expanding the square roots to leading order in \(\mathrm{NA}^2\), the magnitude of the phase difference is

\[
|\phi|\simeq\frac{\pi |z|\mathrm{NA}^2}{\lambda}\left|\left(\frac q2+\delta\right)^2-\left(\frac q2-\delta\right)^2\right|
=\frac{2\pi |z|\mathrm{NA}^2q|\delta|}{\lambda}.
\]

A uniform disk has \(\langle\delta^2\rangle=r^2/4\). Using \(\cos\phi\simeq1-\phi^2/2\), the relative contrast loss is about 0.7% at 20 nm defocus. This accounts for the computed change from 0.906 to 0.900.

The displaced four-pole source does not share this benefit. Adding \(y^2\) to both squared pupil radii leaves their difference unchanged, so to leading order in \(\mathrm{NA}^2\) its focus sensitivity is that of the original dipole; with the full square roots, contrast at 20 nm defocus is 0.507 instead of 0.522. It cures the obscuration loss, while at this pitch the matched dipole cures both problems. Above 33.5 nm the matched dipole loses its focus immunity, because the pair formed by orders 0 and \(+1\) lies at unequal pupil radii. At 40 nm pitch, 20 nm of defocus lowers its contrast from 1.384 to 0.990.

## Three beams: partial loss and a wrong period

When both first orders pass, losing one need not erase the grating. Consider a 60 nm pitch and poles at \(\pm0.40\) with radius 0.05. For the right pole, the zero order and both first orders lie inside the outer pupil edge, together with order \(-3\). The clear coefficients are

\[
I_0=a_0^2+2a_1^2+a_3^2,\qquad I_1=2a_0a_1.
\]

Order \(-1\) lands near the pupil centre and is blocked. One pair remains:

\[
I_0^{\rm obs}=a_0^2+a_1^2+a_3^2,\qquad I_1^{\rm obs}=a_0a_1.
\]

The fundamental is halved, and contrast falls from 1.372 to 0.878. It falls by less than half because the mean has also decreased.

Blocking the zero order is different. Let a single pole of radius 0.10 sit on the axis, with mask pitch 40 nm. The obscuration removes the zero order of every source point, but both first orders pass. The remaining field is \(2a_1\cos(2\pi x/p)\), up to a common phase, and

\[
I(x)=4a_1^2\cos^2(2\pi x/p)=2a_1^2\left[1+\cos(4\pi x/p)\right].
\]

The image period is 20 nm, half the mask pitch. The fundamental contrast drops from 1.406 to zero, although the Michelson contrast is 1. Michelson contrast would not reveal the fault by comparison with the clear image either: the clear field \(a_0+2a_1\cos(2\pi x/p)\) also passes through zero, since \(2a_1>a_0\). A calculation that ranks sources by maximum and minimum intensity alone would accept this doubled pattern.

## Which orders are required depends on the mask

At 50 nm pitch, the original dipole sends part of its second order into the disk. For equal lines and spaces this is harmless because \(a_2=0\). For openings of width \(p/3\), \(a_2\) is positive, \(a_3=0\), and the captured orders are \(0,-1,-2\). If a fraction \(f_2\) of the second order is blocked,

\[
C=\frac{2[a_0a_1+a_1a_2(1-f_2)]}{a_0^2+a_1^2+a_2^2(1-f_2)}.
\]

Here \(f_2=0.561\), and contrast falls from 1.260 to 1.111. The source, pitch and pupil are the same as before; the mask has changed the answer.

The sign of \(a_2\) matters too. For openings of width \(2p/3\), \(a_2=\sin(4\pi/3)/(2\pi)\) is negative, while \(a_0\) and \(a_1\) are positive and \(a_3\) is still zero. The pair containing the second order now opposes the main pair. The same formula applies, with \(a_0+a_2>0\). Increasing \(f_2\) raises the numerator and lowers the denominator, so blocking this order raises contrast.

## Removing unpaired light

Contrast can also rise without any such cancellation. Take equal lines and spaces and a filled circular source of radius \(\sigma\), with \(q>1+\varepsilon\) and \(q-1<\sigma<\min(1,q-\varepsilon)\). The lower bound on \(\sigma\) lets some first-order light through the pupil, and it makes the source larger than the disk. If \(|\mathbf s|<\varepsilon\), both first orders are at least \(q-\varepsilon>1\) from the pupil centre and miss the pupil. The zero order from this part of the source has no partner. A first order could enter the disk only from a source point with \(|\mathbf s|>q-\varepsilon\), which the source does not contain. Higher orders miss the pupil, since their distance from its centre is at least \(2q-\sigma>1\).

The disk therefore removes background and no pairs: \(L_1=0\). Let \(A\) be the overlap area of the source with a unit disk centred at distance \(q\). It is the area of source points for which one chosen first order passes. The two first orders give

\[
I_0^{\rm clear}=a_0^2+\frac{2a_1^2A}{\pi\sigma^2},\qquad
L_0=\frac{a_0^2\varepsilon^2/\sigma^2}{I_0^{\rm clear}}.
\]

Each first order forms a pair with the zero order over the area \(A\), so \(I_1=2a_0a_1A/(\pi\sigma^2)\) and

\[
C_{\rm clear}=\frac{4a_0a_1A}{\pi\sigma^2I_0^{\rm clear}}.
\]

For \(p=20\) nm and \(\sigma=0.90\), \(q=1.227\) satisfies both conditions. The clear contrast is 0.5567 and the lost mean fraction is 0.0406, so

\[
C_{\rm obs}=\frac{0.5567}{1-0.0406}=0.580.
\]

The gain is about 4% relative to the clear contrast, paid for by about 4% less light.

For a proposed source, the useful check is therefore to draw the source copies at \(mq\), mark those entering the disk, and ask which interference pairs they carry. A thick mask would alter the weights of those pairs and could make them depend on the source point. The blocking geometry would remain, but the contrast values given here would not. Polarization changes them too. For point poles on the \(x\) axis, the scalar pair term holds for light polarized along the lines. For unpolarized light it is multiplied by \((1+\cos\Theta)/2\), where \(\Theta\) is the angle between the two beams at the wafer. This lowers 0.906 to about 0.80 for the original dipole at 20 nm pitch and to about 0.86 for the matched dipole at 30 nm.

## Values computed for the example and the checks

```
wavelength 13.5 nm; NA 0.55; obscuration 0.20
dipole centre 0.80; pole radius 0.10 (pupil radii)
equal lines: a0 0.5000, a1 0.3183, a3 -0.1061
damage window: 22.31 to 49.09 nm pitch
total-loss window: 27.27 to 35.06 nm pitch
pitch/nm, q, first-order position, blocked fraction, C clear, C obs
 20 1.2273 -0.4273 0.0000 0.9060 0.9060
 24 1.0227 -0.2227 0.3111 0.9060 0.6855
 26 0.9441 -0.1441 0.7978 0.9060 0.2377
 30 0.8182 -0.0182 1.0000 0.9060 0.0000
 36 0.6818 +0.1182 0.9399 0.9060 0.0752
 40 0.6136 +0.1864 0.5318 0.8992 0.4965
 44 0.5579 +0.2421 0.2055 0.8779 0.7400
 50 0.4909 +0.3091 0.0000 0.8779 0.8779
26 nm: lost fundamental L1 0.7980, mean L0 0.2301
30 nm, matched dipole: C obs 0.9060
30 nm, displaced poles: C obs 0.9060
matched centre 0.4091; displaced y 0.35 (pupil radii)
30 nm pitch, defocus 20.0 nm: phase 0.9490 rad
point poles, clear pupil: C 0.5278
finite poles, clear pupil: C 0.5222
finite poles, obscured pupil: C 0.0000
matched finite poles, obscured pupil: C 0.8997
three beams: pitch 60 nm, pole 0.40, radius 0.05
one first order lost: C 1.3723 -> 0.8779
fundamental amplitude ratio 0.5000
axial source radius 0.10, mask pitch 40 nm, image period 20.0 nm
fundamental C 1.4065 -> 0.0000; Michelson obs 1.0000
50 nm pitch, opening p/3: second-order blocked fraction 0.5606
opening p/3: C 1.2604 -> 1.1111
filled source radius 0.90, pitch 20 nm: L1 0 within test, L0 0.0406
contrast gain: C 0.5569 -> 0.5804
```
